# Oxygen-pressure dependence of electrons and doubly charged oxygen vacancies

## Problem

An oxide crystal is held at a fixed temperature $T$ in oxygen gas until the two are in equilibrium. When the gas is made poorer in oxygen, the crystal gives up some of its own. Each missing oxygen leaves a doubly charged vacancy and two electrons in the conduction band.

Let $v$ be the concentration of these vacancies, $n$ that of conduction electrons, and

$$P=\frac{p(\mathrm{O_2})}{1\ \text{bar}}$$

the dimensionless oxygen pressure. Assume that the vacancies and the electrons are dilute, that they are the only charged species present in significant amounts, and that the gas is ideal.

(a) How do $n$ and $v$ depend on $P$, prefactors included?

(b) By what factor does $n$ rise when the pressure falls from $10^{-4}$ to $10^{-10}$ bar?

(c) What becomes of the answer if the crystal also contains fixed charged impurities, or if the vacancies keep one of their electrons?

Energies are in eV, concentrations in cm$^{-3}$ and pressures in bar.

## A tempting solution, which is wrong

The reaction that removes one oxygen is

$$\mathrm{O_{lattice}}\;\rightleftharpoons\;\mathrm V^{2+}+2e^-+\tfrac12\mathrm{O_2}.$$

The law of mass action gives

$$v\,n^2P^{1/2}=K,$$

where $K$ depends on temperature alone. The vacancies belong to the solid, and the solid is hardly changed by losing a few oxygen atoms in a million. So one treats $v$ as a constant, as one does with the concentration of a pure solid, and finds

$$n^2\propto P^{-1/2},\qquad n\propto P^{-1/4}.$$

Each vacancy supplies two electrons, so $v=n/2$ follows the same power. Between $10^{-4}$ and $10^{-10}$ bar both concentrations should rise by $(10^{6})^{1/4}\approx 32$.

## Where the fault lies

The argument holds $v$ constant in one line and lets it vary in the next. Put its two results back into the mass-action law:

$$v\,n^2P^{1/2}\propto P^{-1/4}\,P^{-1/2}\,P^{1/2}=P^{-1/4}.$$

The left side was supposed to equal a constant. Over the six decades of part (b) it would change by a factor of 32, so the proposed answer contradicts the equation it came from.

What is nearly constant is the concentration of *occupied* oxygen sites. If two sites in a million are empty and the number of empty ones then grows tenfold, the occupied fraction barely moves, but the vacancy concentration has changed by a factor of ten. It is the vacancy concentration that stands in the mass-action law.

The reaction is correct, and so is the law. The missing element is a second equation, charge neutrality, to be solved together with the first.

## Right solution

### The mass-action law

Since $K$ is needed for the prefactors, the law is derived here from the free energy of each participant. At equilibrium, one more step of the reaction leaves the total free energy unchanged.

**Vacancies.** Let a crystal have $M$ oxygen sites, $X$ of them empty. The number of arrangements is

$$W(X)=\frac{M!}{X!\,(M-X)!}.$$

It contributes $-kT\ln W$ to the free energy. One more vacancy multiplies $W$ by

$$\frac{W(X+1)}{W(X)}=\frac{M-X}{X+1}\approx\frac MX ,$$

where the last form needs $1\ll X\ll M$. The free energy therefore changes by $-kT\ln(M/X)=kT\ln(v/N_s)$, where $N_s$ is the number of oxygen sites per volume. To this is added $g_V$, the free energy of turning one given oxygen ion site into a doubly charged vacancy, with the two electrons counted separately.

**Electrons.** For a parabolic band with edge $E_c$ and mass $m$, the density of states, spin included, is

$$D(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.$$

If the Fermi level $\mu$ lies several $kT$ below $E_c$, the occupation is $e^{-(E-\mu)/kT}$. With $x=(E-E_c)/kT$,

$$n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}e^{(\mu-E_c)/kT}\int_0^\infty\!\sqrt x\,e^{-x}dx .$$

The integral is $\sqrt\pi/2$, so that

$$n=N_c\,e^{(\mu-E_c)/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Solved for the Fermi level, this reads $\mu=E_c+kT\ln(n/N_c)$. It is the free energy of adding one electron.

**Gas.** For $N$ ideal molecules in a volume $V$ the partition function is $(cV)^N/N!$, where $c$ depends on temperature alone. Adding one molecule changes the free energy by

$$-kT\ln\frac{cV}{N+1}\approx kT\ln\frac{N}{cV}=kT\ln\frac{p}{c\,kT},$$

since $N/V=p/kT$. This has the form $\mu^\circ+kT\ln P$, where $\mu^\circ$ is the value at 1 bar. The reaction releases half a molecule, which contributes $\tfrac12\mu^\circ+\tfrac12kT\ln P$.

**Sum.** Collect the terms without concentrations in $\Delta g=g_V+2E_c+\tfrac12\mu^\circ$. Equilibrium requires

$$\Delta g+kT\ln\frac{v}{N_s}+2kT\ln\frac{n}{N_c}+\tfrac12kT\ln P=0 .$$

Divide by $kT$, move $\Delta g$ to the right and exponentiate:

$$v\,n^2P^{1/2}=K,\qquad K=N_sN_c^2\,e^{-\Delta g/kT}. \tag{1}$$

The square on $n$ comes from the two electrons, and the square root of $P$ from the half molecule.

### Charge neutrality

The interior of the crystal carries no net charge. Each vacancy counts $+2$ and each electron $-1$, so

$$n=2v. \tag{2}$$

The factor 2 multiplies $v$, because there are more electrons than vacancies.

### Solving the two equations

Insert $v=n/2$ in (1):

$$\frac n2\,n^2P^{1/2}=K\quad\Rightarrow\quad n^3=2K\,P^{-1/2}.$$

The cube root gives $n$. Half of it gives $v$, and the $\tfrac12$ enters the root as $\tfrac18$:

$$\boxed{\,n=(2K)^{1/3}P^{-1/6},\qquad v=\left(\frac K4\right)^{1/3}P^{-1/6}\,}\tag{3}$$

This answers part (a). The exponent is the $\tfrac12$ of the half molecule divided by 3, the number of charged particles the reaction produces. All three concentration factors in (1) grow together, so each needs to grow less than if $v$ stood still.

For part (b), $n$ rises by $(10^6)^{1/6}=10$, not by 32. Inserting (3) in (1) gives $P^{-1/6}P^{-1/3}P^{1/2}=1$, so the check that the first solution failed is now passed.

### The same law by counting

The result can also be reached by counting the states of the crystal, without using (1) or a Fermi level. Take a neutral crystal with $M$ oxygen sites and, for simplicity, $M$ electron states of equal energy. With $X$ vacancies there are $2X$ electrons, and the statistical weight is

$$\binom MX\binom M{2X}\,w^X P^{-X/2},$$

where $w$ is the Boltzmann factor of one reaction at 1 bar. The factor $P^{-X/2}$ comes from the gas: each of the $X$ half molecules released adds $\tfrac12kT\ln P$ to the free energy, as derived above. Near the maximum, the weights for $X+1$ and $X$ are equal. For $1\ll X\ll M$ their ratio gives

$$\frac MX\cdot\frac{M^2}{(2X)^2}\,wP^{-1/2}=1\quad\Rightarrow\quad X=\left(\frac{M^3w}{4}\right)^{1/3}P^{-1/6}.$$

An explicit sum over all relevant $X$ tests this. For a crystal in which the formula predicts 2000 vacancies at $P=1$ and 20000 at $P=10^{-6}$, the sum gives means of 1999.8 and 19993. Neutrality is built into the counting, and the one-sixth power follows.

## Numbers for a model oxide

Take a model oxide with round parameters: $T=1200$ K, $N_s=5.0\times10^{22}$ cm$^{-3}$, $\Delta g=4.0$ eV, a band gap of 3.0 eV and the free-electron mass in both bands. Then $kT=0.1034$ eV and $N_c=2.01\times10^{20}$ cm$^{-3}$, and

$$K=(5.0\times10^{22})(2.01\times10^{20})^2e^{-38.68}\approx3.2\times10^{46}\ \text{cm}^{-9}.$$

At 1 bar,

$$n=(6.4\times10^{46})^{1/3}\ \text{cm}^{-3}=4.0\times10^{15}\ \text{cm}^{-3},\qquad v=\frac n2=2.0\times10^{15}\ \text{cm}^{-3}.$$

At $10^{-4}$ bar the factor $P^{-1/6}=10^{2/3}=4.64$ raises $n$ to $1.86\times10^{16}$ cm$^{-3}$. At $10^{-10}$ bar the factor is $10^{5/3}=46.4$ and $n=1.86\times10^{17}$ cm$^{-3}$.

These values can be compared with a fuller solution of the same model. It uses Fermi–Dirac occupation and includes holes as well as singly charged and neutral vacancies. The second electron of a vacancy is released at a cost $E_1=0.10$ eV and the first at 0.05 eV. Concentrations are in cm$^{-3}$:

| $p$ (bar) | $n$, eq. (3) | $n$, full | $v$, full |
|---|---|---|---|
| $10^{-10}$ | $1.8565\times10^{17}$ | $1.8576\times10^{17}$ | $9.2653\times10^{16}$ |
| $10^{-4}$ | $1.8565\times10^{16}$ | $1.8566\times10^{16}$ | $9.2805\times10^{15}$ |
| $1$ | $3.9996\times10^{15}$ | $4.0005\times10^{15}$ | $1.9989\times10^{15}$ |

Relative to (3), $n$ differs by less than 0.1% and $v$ by less than 0.2%. The full electron concentration rises by a factor of 10.005 between $10^{-4}$ and $10^{-10}$ bar.

Two of the simplifications can be checked from these numbers. At $10^{-10}$ bar the vacant fraction of sites is $9.3\times10^{16}/5.0\times10^{22}\approx2\times10^{-6}$, so the blocking of sites by other vacancies is negligible. The Fermi level is 0.72 eV below the band edge, or $7kT$, so Boltzmann occupation is justified. At 1 bar it is 1.12 eV below, since fewer electrons mean a lower Fermi level.

Both calculations neglect interactions between defects and take $\Delta g$ as given. Their agreement tests the reduction to two species, not those two assumptions. The Coulomb interaction of the charged species can matter more than the differences in the table. For a relative permittivity of 10, a Debye–Hückel estimate raises $n$ by about 16% at $10^{-10}$ bar and 4.5% at $10^{-4}$ bar, so that the rise between them is about 11 instead of 10. A larger permittivity makes the correction smaller.

## Where the two-species balance ends

**Towards high pressure: holes.** The electron concentration is proportional to $e^{\mu/kT}$ and the hole concentration $h$ to $e^{-\mu/kT}$, so the product $nh$ is fixed by temperature. Hence $h/n\propto n^{-2}\propto P^{1/3}$ as long as (3) holds. In the model, $h/n$ is $2.53\times10^{12}/4.00\times10^{15}\approx6\times10^{-4}$ at 1 bar, still negligible. A smaller gap would bring holes in sooner.

**Towards low pressure: singly charged vacancies.** A doubly charged vacancy can bind one electron at energy $E_c-E_1$, with two spin directions. The ratio of singly to doubly charged vacancies is the corresponding Gibbs factor,

$$\frac{v_1}{v}=2\,e^{-(E_c-E_1-\mu)/kT}=\frac{2n}{N_c}\,e^{E_1/kT}, \tag{4}$$

where $e^{(\mu-E_c)/kT}=n/N_c$ was used. The ratio grows with $n$, hence as the pressure falls. At $10^{-10}$ bar it is

$$2\times\frac{1.86\times10^{17}}{2.01\times10^{20}}\times e^{0.967}\approx4.9\times10^{-3}.$$

This small ratio accounts for most of the difference between the full solution and (3) at that pressure. Write $r=v_1/v$. Neutrality becomes $n=(2+r)v$, and (1) gives $n^3=(2+r)KP^{-1/2}$. To first order in $r$, $n$ rises by the fraction $r/6\approx0.08\%$, while $v=n/(2+r)$ changes by $r/6-r/2=-r/3\approx-0.16\%$. The full solution shows $+0.06\%$ and $-0.18\%$.

The remaining $-0.02\%$ in both comes from Fermi–Dirac occupation. Its first correction to the Boltzmann form is $-e^{-2(E-\mu)/kT}$. Since $\int_0^\infty\sqrt x\,e^{-2x}dx$ is $2^{-3/2}$ times the integral used above,

$$n=N_c\left(z-\frac{z^2}{2^{3/2}}\right),\qquad z=e^{(\mu-E_c)/kT}.$$

Equilibrium fixes $v(N_cz)^2P^{1/2}=K$. Because $N_cz\approx n\,[1+n/(2^{3/2}N_c)]$, the product $vn^2P^{1/2}$ is smaller than $K$ by the fraction $2n/(2^{3/2}N_c)\approx0.07\%$. The cube root passes a third of this, $0.02\%$, to $n$ and to $v$.

## Part (c): fixed impurities

Let the crystal contain a concentration $A$ of acceptors, each with charge $-1$ at all pressures considered. The reaction and $K$ are unchanged, but neutrality now reads

$$2v=n+A .$$

Inserting $v=(n+A)/2$ in (1) gives

$$n^2(n+A)=2K\,P^{-1/2}. \tag{5}$$

This is no longer a single power law, but its local exponent follows from the logarithm,

$$2\ln n+\ln(n+A)=\ln 2K-\tfrac12\ln P .$$

Differentiate with respect to $\ln P$ and write $s_n=d\ln n/d\ln P$. Since $dn/d\ln P=n\,s_n$,

$$2s_n+\frac{n}{n+A}s_n=-\frac12
\quad\Rightarrow\quad s_n=-\frac{n+A}{2(3n+2A)} .$$

For the vacancies, $\ln v=\ln(n+A)-\ln2$, and therefore

$$s_v=\frac{n}{n+A}\,s_n=-\frac{n}{2(3n+2A)} .$$

For $n\gg A$ both exponents return to $-\tfrac16$. For $n\ll A$, and as long as holes remain far fewer than the acceptors, they tend to $s_n=-\tfrac14$ and $s_v=0$. In that second limit the acceptors pin the vacancies at $v\approx A/2$, and the assumption of the tempting solution, a constant $v$, becomes true. Its exponent for $n$ is then right, but its last line is not: $v$ does not follow $n$, and $n=2v$ no longer holds.

The change of regime lies near the pressure at which (3) would give $n=A$:

$$(2K)^{1/3}P_\times^{-1/6}=A\quad\Rightarrow\quad P_\times=\frac{(2K)^2}{A^6}.$$

With $A=1.0\times10^{17}$ cm$^{-3}$ in the model oxide, $P_\times=(6.4\times10^{46})^2/10^{102}\approx4\times10^{-9}$. The sixth power makes this pressure very sensitive to purity: ten times fewer acceptors raise it a millionfold. The factor of 10 in part (b) therefore needs a very pure crystal. In the model oxide, the rise of $n$ between $10^{-4}$ and $10^{-10}$ bar is 10.2 for $A=10^{15}$, 11.6 for $10^{16}$, 20 for $10^{17}$ (two acceptors per million oxygen sites) and 31 for $10^{18}$ cm$^{-3}$.

At 1 bar, far above $P_\times$, equation (5) reduces to $n\approx(2K/A)^{1/2}=8.0\times10^{14}$ cm$^{-3}$. The full solution gives the same value to two figures, with $v=5.04\times10^{16}$ cm$^{-3}\approx A/2$ and exponents $-0.249$ and $-0.002$. At $10^{-10}$ bar, not far below $P_\times$, $n=1.58\times10^{17}$ cm$^{-3}$ is comparable with $A$, and

$$s_n=-\frac{1.58+1.00}{2(4.73+2.00)}\approx-0.19,\qquad s_v=-\frac{1.58}{2(4.73+2.00)}\approx-0.12 ,$$

as in the full solution. An exponent between $-\tfrac14$ and $-\tfrac16$ can thus mark a crossover and need not call for a new defect.

Fixed donors of charge $+1$ and concentration $D$ are described by $A=-D$, so that $n=2v+D$. When they dominate, $n\approx D$, and (1) gives

$$v\approx\frac{K}{D^2}\,P^{-1/2}.$$

The electrons no longer respond to the gas, and the vacancies respond three times as steeply as in (3). For $D=1.0\times10^{17}$ cm$^{-3}$ at 1 bar this gives $v=3.2\times10^{12}$ cm$^{-3}$, and the full solution has exponents of $0.000$ and $-0.500$.

## Part (c): vacancies that keep one electron

By (4), $v_1$ exceeds $v$ when $E_1>kT\ln(N_c/2n)$. This is easier to meet at low pressure, where $n$ is larger. Write (4) as $v_1=b\,n\,v$ with $b=(2/N_c)e^{E_1/kT}$. Multiplying (1) by $b$ then gives

$$v_1\,n\,P^{1/2}=bK .$$

Each of these vacancies has charge $+1$. If they dominate, neutrality is $n=v_1$, and

$$n=v_1=(bK)^{1/2}P^{-1/4}.$$

The half molecule is now shared between two charged particles instead of three.

Raise $E_1$ to 1.0 eV in the model, with $\Delta g$ for the doubly charged vacancy kept at 4.0 eV. At $10^{-10}$ bar the full solution then has $n=7.2\times10^{17}$ cm$^{-3}$ and 113 singly charged vacancies for each doubly charged one. The exponent of $n$ is $-0.248$, close to $-\tfrac14$.

The electrons therefore follow $P^{-1/4}$ in two different situations: doubly charged vacancies pinned by acceptors, and singly charged vacancies balanced by electrons. A measurement of $n$ alone, or of a conductivity carried by electrons whose mobility does not vary with pressure, cannot tell them apart by the exponent. The total vacancy concentration can, since it is constant in the first case and follows $P^{-1/4}$ in the second. The doubly charged vacancies alone cannot: in the second case $v=v_1/(bn)=1/b$, which does not depend on pressure either.

## Computed values

```
Temperature: 1200 K; kT = 0.10341 eV
Oxygen-site density Ns: 5.00e+22 cm^-3
Reduction free energy dg: 4.00 eV
Band gap: 3.00 eV
Second-electron release energy E1: 0.10 eV
First-electron release energy: 0.05 eV
Effective density of states Nc: 2.0075e+20 cm^-3
Equilibrium constant K: 3.1991e+46 cm^-9
Gas potential change / kT: 4.60507 (no unit)
Log of gas pressure ratio: 4.60517 (no unit)
Counted crystal, P=1e+00: mean 1999.77, law 2000.00 vacancies
Counted crystal, P=1e-06: mean 19993.17, law 20000.00 vacancies
Counted-crystal pressure slope: -0.16665 (no unit)
Pressure 1e-10 bar:
  law:  n=1.8565e+17, v=9.2823e+16 cm^-3
  full: n=1.8576e+17, v=9.2653e+16 cm^-3
  full slopes: n -0.16677, v -0.16636 (no unit)
  holes 5.455e+10, singly charged 4.511e+14 cm^-3
  singly/doubly charged ratio: 4.869e-03 (no unit)
  Fermi level from band edge: -0.7223 eV
Pressure 1e-04 bar:
  law:  n=1.8565e+16, v=9.2823e+15 cm^-3
  full: n=1.8566e+16, v=9.2805e+15 cm^-3
  full slopes: n -0.16667, v -0.16664 (no unit)
  holes 5.459e+11, singly charged 4.515e+12 cm^-3
  singly/doubly charged ratio: 4.865e-04 (no unit)
  Fermi level from band edge: -0.9605 eV
Pressure 1e+00 bar:
  law:  n=3.9996e+15, v=1.9998e+15 cm^-3
  full: n=4.0005e+15, v=1.9989e+15 cm^-3
  full slopes: n -0.16660, v -0.16680 (no unit)
  holes 2.534e+12, singly charged 2.095e+11 cm^-3
  singly/doubly charged ratio: 1.048e-04 (no unit)
  Fermi level from band edge: -1.1192 eV
Full n ratio, 1e-10 to 1e-4 bar: 10.0052 (no unit)
Impurity density in tests: 1.0e+17 cm^-3
acceptors, 1e-10 bar: n=1.577e+17, v=1.286e+17 cm^-3
  slopes n -0.1915, v -0.1168; formula -0.1914, -0.1171
acceptors, 1e+00 bar: n=7.968e+14, v=5.039e+16 cm^-3
  slopes n -0.2490, v -0.0020; formula -0.2490, -0.0020
donors, 1e-10 bar: n=2.258e+17, v=6.271e+16 cm^-3
  slopes n -0.1318, v -0.2362; formula -0.1318, -0.2365
donors, 1e+00 bar: n=1.000e+17, v=3.198e+12 cm^-3
  slopes n -0.0000, v -0.4999; formula -0.0000, -0.4999
Deep-level case: E1=1.00 eV, P=1e-10 bar
  n=7.164e+17, singly charged=7.039e+17 cm^-3
  singly/doubly ratio 113.20, n slope -0.2477
```
